# Linear specific heat of a Fermi liquid from the Luttinger–Ward grand potential

Interacting fermions with one-particle energies \(\varepsilon_k\) and spin \(\sigma\) are held at chemical potential \(\mu\). With \(\hbar=k_B=1\), \(\beta=1/T\) and \(\omega_n=(2n+1)\pi T\),
\[
G^{-1}(k,i\omega_n)=i\omega_n-\varepsilon_k+\mu-\Sigma(k,i\omega_n),
\]
and the Luttinger–Ward grand potential is
\[
\Omega=-T\sum_{k\sigma n}e^{i\omega_n0^+}\left[\ln(-G^{-1})+\Sigma G\right]+\Phi[G],\qquad
\frac{\delta\Phi}{\delta G(k,i\omega_n)}=T\,\Sigma(k,i\omega_n). \tag{1}
\]
\(\Phi\) is the sum of closed skeleton diagrams. The system is a normal Fermi liquid, which here means:

- the solution lies on the branch joined to the skeleton expansion, and there is no broken symmetry;
- at \(T=0\), \(\mathrm{Im}\,\Sigma\) vanishes faster than \(|\omega|\) and \(\mathrm{Re}\,\Sigma\) is linear in \(\omega\) near the Fermi level \(\omega=0\);
- sums over \(k\) are smooth functions of \(\omega\) there, and the response of \(\Sigma\) and \(\Phi\) to small changes of \(G\) is not singular enough to upset the power counting below.

The task is to find the term of order \(T^2\) in \(\Omega\), and from it the linear specific heat.

## (a) Does the temperature dependence of \(\Sigma\) matter?

**Show that \(\Omega\) is stationary with respect to \(\Sigma\), check the sign of the logarithm on free fermions, and say what stationarity implies at low temperature.**

*Solution.* Regard \(G\) as a function of \(\Sigma\), so that \(\delta(G^{-1})=-\delta\Sigma\). The two terms in the bracket vary as
\[
\delta\ln(-G^{-1})=G\,\delta(G^{-1})=-G\,\delta\Sigma,\qquad
\delta(\Sigma G)=G\,\delta\Sigma+\Sigma\,\delta G .
\]
Their sum is \(\Sigma\,\delta G\). Therefore
\[
\delta\Omega=-T\sum_{k\sigma n}\Sigma\,\delta G+\sum_{k\sigma n}\frac{\delta\Phi}{\delta G}\,\delta G=0
\]
by the second relation in (1).

For a free level with \(\xi=\varepsilon-\mu\), only the logarithm remains, and
\[
\frac{\partial\Omega}{\partial\xi}=-T\sum_n\frac{e^{i\omega_n0^+}}{\xi-i\omega_n}
=T\sum_n\frac{e^{i\omega_n0^+}}{i\omega_n-\xi}=f(\xi)=\frac1{e^{\xi/T}+1}.
\]
Since \(\Omega\to0\) for \(\xi\to\infty\), integration gives \(\Omega=-T\ln(1+e^{-\xi/T})\), as it should.

Now let \(\Omega_T[\Sigma]\) be the functional at temperature \(T\), \(\Sigma_T\) its stationary point, and \(\Sigma_0\) the zero-temperature self-energy evaluated at the thermal frequencies \(i\omega_n\). Then
\[
\Omega(T)=\Omega_T[\Sigma_T]=\Omega_T[\Sigma_0]+O\big((\Sigma_T-\Sigma_0)^2\big).
\]
In a normal liquid \(\Sigma_T-\Sigma_0\) is of order \(T^2\), up to logarithms; part (b) shows how this arises in a local diagram. The error is then \(o(T^2)\), and we may freeze \(\Sigma\) at \(\Sigma_0\). What still depends on temperature is the replacement of frequency integrals by Matsubara sums.

## (b) What do \(\Phi\) and \(\Sigma G\) contribute?

**With \(\Sigma_0\) and \(G_0=(i\omega-\varepsilon_k+\mu-\Sigma_0)^{-1}\) frozen, find the combined contribution of \(\Phi\) and \(-T\sum\Sigma G\) at order \(T^2\).**

*Solution.* In imaginary time the frozen propagator at temperature \(T\) is, by Poisson summation,
\[
G_T(\tau)=T\sum_ne^{-i\omega_n\tau}G_0(i\omega_n)=\sum_{m=-\infty}^{\infty}(-1)^mG_0(\tau+m\beta).
\]
The term \(m=0\) is the zero-temperature function. The others form the change \(\delta G=G_T-G_0\).

A diagram of \(\Phi\) at temperature \(T\) has \(G_T\) on each line. To first order in \(\delta G\), relation (1) in its zero-temperature form gives
\[
\delta\Phi^{(1)}=\sum_{k\sigma}\int_{-\infty}^{\infty}d\tau\,\Sigma_0(k,-\tau)\,\delta G(k,\tau).
\]
Insert the frequency sum for \(G_T\) and use \(\int d\tau\,\Sigma_0(-\tau)e^{-i\omega_n\tau}=\Sigma_0(i\omega_n)\). The subtracted \(G_0\) gives the corresponding integral, so
\[
\delta\Phi^{(1)}=\sum_{k\sigma}\left[T\sum_n-\int\frac{d\omega}{2\pi}\right]e^{i\omega0^+}\Sigma_0G_0 .
\]
This is the change of \(T\sum\Sigma G\) itself. That quantity enters \(\Omega\) with a minus sign, so the two changes cancel.

The remainder must be smaller than \(T^2\). Consider the local second-order diagram, \(\Phi_2\propto U^2\int d\tau\,G^2(\tau)G^2(-\tau)\). If \(A(\omega)\) is the local spectral density, then at long times \(G_0(\tau)\simeq-A(0)/\tau\). The image sum turns this into \(-A(0)\,\pi T/\sin(\pi T\tau)\), and for \(|\tau|\ll\beta\) (in order of magnitude up to \(|\tau|=\beta/2\))
\[
\delta G\simeq-\frac{\pi^2}{6}A(0)\,T^2\tau .
\]
The slope of \(A\) adds a constant of order \(T^2\). There are three kinds of remainder:

- Terms quadratic in \(\delta G\) are of order \(\int^{\beta}d\tau\,\tau^{-2}(T^2\tau)^2\sim T^3\); higher powers of \(\delta G\) give the same power.
- The part of the zero-temperature integral beyond \(|\tau|=\beta/2\) is of order \(\int_\beta^\infty d\tau\,\tau^{-4}\sim T^3\).
- In the linear term, \(\Sigma_0\sim\tau^{-3}\) at such long times, which gives \(T^3\) up to a logarithm.

All are \(o(T^2)\). The same estimate supports part (a): in this diagram \(\delta\Sigma(\tau)\sim U^2G^2\delta G\sim T^2/\tau\), whose Fourier transform is of order \(T^2\). For general diagrams the first-order cancellation holds as derived, while the smallness of the remainder rests on the assumption of a nonsingular response.

Hence the \(T^2\) term of \(\Omega\) comes from the logarithm with a frozen self-energy.

## (c) The logarithm and the specific heat

**Evaluate the \(T^2\) term of the logarithm. Express it through the quasiparticle energies \(E_k\), and find \(C\).**

*Solution.* The Fermi function \(f(z)\) has poles at \(z=i\omega_n\) with residue \(-T\). For a function \(F(z)\) analytic off the real axis, contours around the upper and lower poles can be deformed onto the two sides of that axis:
\[
T\sum_ne^{i\omega_n0^+}F(i\omega_n)=-\int\frac{d\omega}{2\pi i}f(\omega)\left[F(\omega+i0)-F(\omega-i0)\right]
=-\int\frac{d\omega}{\pi}f(\omega)\,\mathrm{Im}\,F_R(\omega).
\]
The last step uses \(F(z^*)=F(z)^*\); the subscript \(R\) means the value just above the axis. With \(F=\ln(-G^{-1})\) and the minus sign in (1),
\[
\Omega_{\log}=\int d\omega\,f(\omega)\,h(\omega),\qquad
h(\omega)=\frac1\pi\sum_{k\sigma}\mathrm{Im}\ln\left[-G_R^{-1}(k,\omega)\right].
\]

Let \(H'=h\). Integration by parts gives \(\int fh=\int(-f')H\), up to a temperature-independent constant. The function \(-f'\) is even, has unit weight, and has second moment \(\pi^2T^2/3\). Expanding \(H\) about \(\omega=0\) therefore gives the thermal change
\[
\Delta\Omega_{\log}=\frac12H''(0)\frac{\pi^2T^2}{3}=\frac{\pi^2T^2}{6}\,h'(0).
\]

The derivative of the logarithm is
\[
\frac{\partial}{\partial\omega}\ln(-G_R^{-1})=G_R\,\frac{\partial G_R^{-1}}{\partial\omega}=G_R\left(1-\frac{\partial\Sigma_R}{\partial\omega}\right).
\]
At \(\omega=0\) both \(\mathrm{Im}\,\Sigma_R\) and its slope vanish. The bracket is then real, and \(\mathrm{Im}\,G_R=-\pi\delta(\varepsilon_k-\mu+\Sigma(k,0))\). Define
\[
\frac1{Z_k}=1-\left.\frac{\partial\,\mathrm{Re}\,\Sigma}{\partial\omega}\right|_{0},\qquad
E_k=Z_k\left[\varepsilon_k-\mu+\Sigma(k,0)\right].
\]
Near the Fermi surface \(E_k\) is the pole of \(G\), because there \(G^{-1}\simeq(\omega-E_k)/Z_k\). Since \(\delta(Zx)=\delta(x)/Z\),
\[
h'(0)=-\sum_{k\sigma}\frac{\delta(\varepsilon_k-\mu+\Sigma(k,0))}{Z_k}=-\sum_{k\sigma}\delta(E_k)\equiv-N^* .
\]
\(N^*\) is the quasiparticle density of states at the Fermi level. Collecting (a) to (c) and restoring \(k_B\),
\[
\boxed{\;\Omega(T)=\Omega(0)-\frac{\pi^2}{6}N^*(k_BT)^2+o(T^2),\qquad C=\gamma T,\quad\gamma=\frac{\pi^2}{3}k_B^2N^*\;} \tag{2}
\]
Here \(S=-\partial\Omega/\partial T=\gamma T\) and \(C=T\,\partial S/\partial T=\gamma T\) to leading order.

The factor \(1/Z_k\) came from the frequency slope of \(\Sigma\) inside the logarithm. If \(\Sigma\) does not depend on frequency, \(Z_k=1\), and (2) is the result for independent fermions in the mean-field levels. With \(\Sigma=0\) it is the Sommerfeld result.

The conditions can fail. If \(\mathrm{Re}\,\Sigma\sim-g\,\omega\ln(\Lambda/|\omega|)\), the slope at \(\omega=0\) diverges, \(h'(0)\) does not exist, and \(C/T\) has no finite limit of this form. A density of states that diverges at the Fermi level, as at the logarithmic van Hove point of the square lattice, likewise leaves \(h'(0)\) undefined. A van Hove point with a finite density of states is milder: for free fermions at a three-dimensional square-root cusp, \(h'\) stays continuous and (2) holds, but the relative correction to \(C/T\) is of order \(\sqrt T\).

## (d) What \(\gamma\) does not measure

**Does (2) survive at fixed particle number? How does \(N^*\) differ from the one-particle spectral density and from the compressibility?**

*Solution.* At fixed \(N\), \((\partial\mu/\partial T)_N=-N_T/N_\mu\), where subscripts denote partial derivatives of \(N(T,\mu)\). With the Maxwell relation \(\partial S/\partial\mu=N_T\),
\[
C_N=T\left[\frac{\partial S}{\partial T}+\frac{\partial S}{\partial\mu}\left(\frac{\partial\mu}{\partial T}\right)_N\right]=C_\mu-T\,\frac{N_T^2}{N_\mu}.
\]
Because \(S\) is linear in \(T\), so is \(N_T\), provided \(N^*\) varies smoothly with \(\mu\). The correction is of order \(T^3\), and \(\gamma\) is the same.

The one-particle spectral density at the Fermi level is
\[
-\frac1\pi\sum_{k\sigma}\mathrm{Im}\,G_R(k,0)=\sum_{k\sigma}\delta(\varepsilon_k-\mu+\Sigma(k,0))=\sum_{k\sigma}Z_k\,\delta(E_k).
\]
It weights each quasiparticle by its pole residue \(Z_k\), the squared overlap with a bare particle. The entropy counts states, so this weight is absent from \(N^*\).

For the compressibility, let the quasiparticle interaction be isotropic on the Fermi surface. A density change \(\delta n\) raises the quasiparticle energies by \((F_0/N^*)\,\delta n\), with \(F_0\) the dimensionless Landau parameter. Then
\[
\delta n=N^*\left(\delta\mu-\frac{F_0}{N^*}\delta n\right)\quad\Rightarrow\quad\frac{\partial n}{\partial\mu}=\frac{N^*}{1+F_0}.
\]
A change of \(\mu\) displaces the Fermi surface at first order, and the interaction responds. Heating redistributes quasiparticles symmetrically about it, and the resulting energy shifts are of order \(T^2\). They drop out of \(\Omega\) at first order by the stationarity of part (a), and they change the entropy \(\gamma T\) only at order \(T^3\), so \(\gamma\) is unaffected. This is the sense in which \(\gamma\) depends on the quasiparticle density of states alone: interactions enter through \(N^*\), with no further factor of \(Z\) or \(F_0\).

## (e) A model with frequency- and momentum-dependent \(\Sigma\)

**Take a band of half-width \(D\) with density of states \(\rho_0(\varepsilon)=(2/\pi)\sqrt{1-\varepsilon^2}\) per spin, in units \(D=1\). Per site, and with equal spin populations \(n_\sigma\), let**
\[
\Phi=Un_\sigma^2-\frac\lambda2K^2-\frac{U^2}{2}\int_0^\beta d\tau\,G^2(\tau)G^2(\beta-\tau),\qquad K=\sum_\sigma\langle\varepsilon\,n_\varepsilon\rangle .
\]
**Here \(G(\tau)\) is the local propagator. Find \(N^*\) and compare (2) with the full functional for \(U=2\), \(\lambda=0.5\), \(\mu=1.6\).**

*Solution.* This \(\Phi\) defines an approximation. It omits skeletons beyond second order in \(U\) and nonlocal correlation, so it is not the exact solution of a Hubbard model. The derivation used the relation \(\delta\Phi/\delta G=T\Sigma\) and the low-energy properties of \(\Sigma\), so (2) applies within the approximation too.

Since \(\Phi\) is written for equal spins, a variation of the common \(G\) is shared between the two spin terms of (1), and each receives half of it. This gives
\[
\Sigma(\varepsilon,i\omega)=Un_\sigma+\Sigma_2(i\omega)-\lambda K\varepsilon,\qquad
\Sigma_2(\tau)=U^2G^2(\tau)G(\beta-\tau).
\]
The last term of \(\Sigma\) stretches the band by \(b=1-\lambda K\). The Fermi surface lies at the bare energy \(\varepsilon_F\) where \(b\varepsilon_F=\mu-Un_\sigma-\Sigma_2(0)\), and
\[
N^*=\frac2Z\int d\varepsilon\,\rho_0(\varepsilon)\,\delta\big(b(\varepsilon-\varepsilon_F)\big)=\frac{2\rho_0(\varepsilon_F)}{b\,Z}.
\]

The equations were solved at six temperatures from \(0.004\) to \(0.014\). The value \(\Sigma_2(0)\) and the slope \(1/Z=1-\mathrm{Im}\,\Sigma_2(i\pi T)/(\pi T)\) were extrapolated to \(T=0\). With \(K=-0.3329\) and \(Un_\sigma+\Sigma_2(0)=1.3635\),
\[
b=1+0.5\times0.3329=1.1665,\qquad
\varepsilon_F=\frac{1.6-1.3635}{1.1665}=0.2028 .
\]
The bare density of states there is \(2\rho_0=1.2468\), and \(1/Z=1.6694\). Hence
\[
N^*=\frac{1.2468\times1.6694}{1.1665}=1.784,\qquad
\gamma=\frac{\pi^2}{3}\times1.7844=5.870 .
\]

The other side of the comparison uses no quasiparticle quantity. A fit of the full \(\Omega(T)\) in powers of \(T^2\) also gives \(\gamma=5.870\), as does the free energy at fixed density. The tests allow a relative difference of \(2\times10^{-3}\). Filling the bare band up to \(\varepsilon_F\) gives the density \(1.2564\) found directly from \(G\), which supports the extrapolated \(\Sigma(0)\).

**The cancellation in (b).** The self-energy was frozen at its value for a temperature far below the six, and the sums alone were changed. The coefficients of \(T^2\) are:

| Term | Coefficient (\(1/D\)) |
|---|---:|
| logarithm | \(-2.935\) |
| \(\Phi\) | \(-1.502\) |
| \(T\sum\Sigma G\) | \(-1.502\) |

The logarithm agrees with \(-(\pi^2/6)N^*=-2.935\). Separately, \(\Phi\) and \(T\sum\Sigma G\) are half as large as the answer, but their difference is below \(10^{-4}\).

**Stationarity.** The Hartree term is a uniform part of \(\Sigma_T-\Sigma_0\). The density falls from \(1.256378\) at \(T=0\) to \(1.256308\) at \(T=0.014\), and for \(U=2\) the term \(Un_\sigma\) equals \(n\) numerically, so it varies as about \(-0.36\,T^2\). If this shift acted at first order, through the logarithm alone, it would change \(\Omega\) by about \(1.256\times(-0.36)\,T^2\approx-0.45\,T^2\), some 15% of the true term. The agreement between the full and the frozen calculation shows that no such contribution survives.

**The next order.** At \(T=0.014\),
\[
\frac{\Omega(T)-\Omega(0)}{T^2}=\frac{-1.76327971+1.76270601}{1.96\times10^{-4}}\approx-2.927,
\]
against the limit \(-2.935\). If the difference is written as \(cT^2\), then \(c\approx42\). A term \(cT^4\) in \(\Omega\) changes \(C/T\) by \(-12cT^2\), or about \(-0.05\) at \(T=0.010\). The value of \(C/T\) there, from second differences of \(\Omega\), is \(5.820\), lower than \(\gamma\) by \(0.05\), or 0.9% of \(\gamma\). The linear law is thus already accurate at one hundredth of the half-bandwidth in this model.

**Other densities of states.** The spectral density is \(ZN^*=1.069\). Used in place of \(N^*\), it would give \(\gamma=3.52\), too small by the factor \(Z=0.599\). The compressibility is \(\partial n/\partial\mu=0.436\), so the relation in (d) implies \(F_0=1.784/0.436-1\approx3.1\). This strong repulsion suppresses the density response by a factor of four relative to \(N^*\) and leaves no separate trace in \(\gamma\).

**Other interactions.** Each of these cases was tested to the same tolerance:

| \(\mu,\ U,\ \lambda\) | \(Z\) | \(b\) | \(\gamma\) from \(\Omega\) | \(\gamma\) from \(N^*\) |
|---|---:|---:|---:|---:|
| \(0.3,\ 0,\ 0.5\) | 1.000 | 1.192 | 3.400 | 3.400 |
| \(1.6,\ 2,\ 0\) | 0.541 | 1.000 | 7.568 | 7.568 |
| \(1.6,\ 2,\ -0.4\) | 0.493 | 0.879 | 9.445 | 9.445 |

The first row is the static limit: \(Z=1\), and the interaction acts through the velocity, by way of \(b\). The second has the frequency dependence alone. In the third, \(b<1\) narrows the band, and both factors raise \(\gamma\).

**Physical units.** For \(D=0.10\) hartree, \(\gamma=5.870\,k_B^2/D\) per site becomes \(1.55\ \mathrm{mJ\,mol^{-1}\,K^{-2}}\) per mole of sites. The numerical output lists \(\Omega\) and the density at each temperature.

## Computed values

```
Energies in D, k_B = 1, extensive quantities per site
U = 2.00 D, lambda = 0.50 /D, mu = 1.60 D
free Omega, pole sum   = -0.781475043 D
free Omega, quadrature = -0.781475043 D
T [D], Omega [D], density n:
  0.004  -1.76275296  1.2563719
  0.006  -1.76281162  1.2563647
  0.008  -1.76289369  1.2563548
  0.010  -1.76299911  1.2563420
  0.012  -1.76312781  1.2563264
  0.014  -1.76327971  1.2563080
Omega at T=0 = -1.76270601 D
n at T=0 from G     = 1.256378
n from Fermi volume = 1.256378
n from -dOmega/dmu, T=0.004 D: 1.256372
K at T=0 = -0.33291 D
band stretching b = 1.16646
Un_spin+Sigma2(0) = 1.36349 D
its T^2 coefficient (at i*pi*T) = -1.104 /D
bare energy at Fermi surface e_F = 0.20276 D
1/Z = 1.66943, Z = 0.59901
bare DOS at e_F, both spins = 1.24679 /D
spectral DOS Z*Nstar = 1.06887 /D
quasiparticle DOS Nstar = 1.78441 /D
compressibility dn/dmu = 0.43570 /D
implied Landau F0 = 3.0955
T^2 coefficients with frozen self-energy [1/D]:
  logarithm       -2.93523
  -(pi^2/6)Nstar  -2.93524
  Phi             -1.50160
  Tr Sigma G      -1.50159
  Phi-Tr Sigma G  -0.00002
gamma from full Omega(T)  = 5.87049 /D
gamma from Nstar          = 5.87049 /D
gamma at fixed density    = 5.87049 /D
C/T at T=0.010 D, fixed mu = 5.8200 /D
mu[D] U[D] lambda[1/D]: Z, b, gamma(Omega), gamma(Nstar) [1/D]
  0.3 0.0 0.5: 1.0000 1.1924 3.4000 3.4000
  1.6 2.0 0.0: 0.5410 1.0000 7.5683 7.5683
  1.6 2.0 -0.4: 0.4928 0.8785 9.4448 9.4449
D = 0.10 hartree
gamma = 1.5457 mJ/(mol K^2), per mole of sites
```
